# How Strongly Do Electrons Interact in a Silicon Inversion Layer?

**Question.** An inversion layer at a Si(001)/SiO$_2$ interface holds $10^{12}$ electrons per square centimetre. How large is its interaction parameter $r_s$, how does it scale with density, and how far can the number be trusted in a real transistor?

**Answer.** The parameter compares two lengths: the spacing of the electrons and the Bohr radius that belongs to their mass and surroundings. I first treat the layer as a sheet of zero thickness lying at the interface, with a distant gate and static permittivities, and then remove these idealizations one at a time.

## The two lengths

Let $n$ be the sheet density. The disc that holds one electron on average has radius $r_0$, with

$$\pi r_0^2 n=1,\qquad r_0=\frac{1}{\sqrt{\pi n}} .$$

For the energies, write $C=e^2/(4\pi\varepsilon_0)$ and $K=\hbar^2/m_0$, where $m_0$ is the free-electron mass. The ordinary Bohr radius is $a_0=K/C$. The electrons move along the interface with mass $m$, in units of $m_0$, and repel each other with energy $C/(\kappa r)$, where $\kappa$ is a permittivity still to be found.

Measure all distances in units of $r_0$. Each kinetic term then carries the factor $K/(mr_0^2)$, because it contains two derivatives, and each Coulomb term carries $C/(\kappa r_0)$. The ratio of these factors is

$$r_s=\frac{C/(\kappa r_0)}{K/(m r_0^2)}=\frac{m r_0}{\kappa a_0}=\frac{r_0}{a^*},\qquad a^*=\frac{\kappa}{m}a_0 .$$

In this model $r_s$ is therefore the one number, besides the count of spins and valleys, that sets the relative weight of interaction and motion in the ground state.

The length $a^*$ has a direct meaning. Bind one such electron to a fixed unit positive charge in the plane and try $\psi=e^{-r/\lambda}$. Since $\psi''=\psi/\lambda^2$ and $\psi'/r=-\psi/(\lambda r)$, the radial equation becomes

$$-\frac{K}{2m}\left(\frac1{\lambda^2}-\frac1{\lambda r}\right)-\frac{C}{\kappa r}=E .$$

The terms in $1/r$ must cancel, so $\lambda=\kappa K/(2mC)=a^*/2$. The function has no node and is the ground state. Its density is proportional to $e^{-4r/a^*}$, which gives

$$\langle r\rangle=\frac{\int_0^\infty r^2e^{-4r/a^*}dr}{\int_0^\infty r\,e^{-4r/a^*}dr}=\frac{a^*}{2},\qquad E=-\frac{K}{2m\lambda^2}=-\frac{2K}{m a^{*2}} .$$

## Why the mean permittivity appears

Silicon fills $z>0$ and oxide fills $z<0$. Place a charge at depth $z'\ge 0$ and resolve its potential into waves of wave number $q$ along the interface. With the factor $C$ taken out, Poisson's equation is

$$-\frac{d}{dz}\left(\varepsilon\frac{d\varphi}{dz}\right)+\varepsilon q^2\varphi=4\pi\,\delta(z-z') .$$

In silicon the solution is $A e^{-q|z-z'|}+Be^{-qz}$. The slope jumps by $-2qA$ at the charge, so $2q\varepsilon_{\rm Si}A=4\pi$ and $A=2\pi/(\varepsilon_{\rm Si}q)$. In the oxide the solution is $De^{qz}$. Continuity of $\varphi$ and of $\varepsilon\,d\varphi/dz$ at $z=0$ requires

$$Ae^{-qz'}+B=D,\qquad \varepsilon_{\rm Si}\left(Ae^{-qz'}-B\right)=\varepsilon_{\rm ox}D .$$

Eliminating $D$ gives $B=RAe^{-qz'}$, and hence, in silicon,

$$\varphi=\frac{2\pi}{\varepsilon_{\rm Si}q}\left[e^{-q|z-z'|}+R\,e^{-q(z+z')}\right],\qquad R=\frac{\varepsilon_{\rm Si}-\varepsilon_{\rm ox}}{\varepsilon_{\rm Si}+\varepsilon_{\rm ox}} .$$

The second term is an image charge. It has the sign of the electron itself, because the oxide is less polarizable than silicon. When both charges lie at the interface, $1+R=2\varepsilon_{\rm Si}/(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})$, so

$$\varphi=\frac{2\pi}{\kappa q},\qquad \kappa=\frac{\varepsilon_{\rm Si}+\varepsilon_{\rm ox}}{2} .$$

To return to real space, integrate over the directions of the wave vector, which produces the Bessel function $J_0$, and then over $q$:

$$V(r)=\frac{C}{2\pi}\int_0^\infty q\,J_0(qr)\,\varphi\,dq .$$

The integral needed is found by writing $J_0(qr)$ as the average of $e^{iqr\cos\theta}$ over $\theta$:

$$\int_0^\infty J_0(qr)e^{-qs}dq=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{s-ir\cos\theta}=\frac1{2\pi}\int_0^{2\pi}\frac{s\,d\theta}{s^2+r^2\cos^2\theta}=\frac1{\sqrt{r^2+s^2}} .$$

The imaginary part has dropped out by symmetry. Letting $s\to0$ gives $V(r)=C/(\kappa r)$. The arithmetic mean of the permittivities thus follows from the boundary conditions, for charges at the interface.

## The estimate

With $\varepsilon_{\rm Si}=11.7$ and $\varepsilon_{\rm ox}=3.9$ the mean is $\kappa=7.8$. The density is $0.01\ \mathrm{nm^{-2}}$ and $m=0.19$, so

$$r_0=\frac1{\sqrt{0.01\,\pi}}=5.64\ \mathrm{nm},\qquad a^*=\frac{7.8}{0.19}\times0.0529=2.17\ \mathrm{nm},$$

$$r_s=\frac{m}{\kappa a_0\sqrt{\pi n}}=\frac{5.64}{2.17}\approx2.6 .$$

As a test of $a^*$, the bound-electron problem above was also solved by diagonalization on a radial grid. The mean radius came out as 1.086 nm, half of $a^*$, and the energy as $-170$ meV.

The parameter is proportional to $m$, to $1/\kappa$ and to $n^{-1/2}$. Raising the density by 10% lowers $r_s$ by about 5%. With the other inputs fixed, the formula gives 8.2 at $10^{11}\ \mathrm{cm^{-2}}$ and 0.82 at $10^{13}\ \mathrm{cm^{-2}}$. The choice of permittivity matters as much as a large change of density: silicon alone would give 1.7, and oxide alone 5.2.

## What 2.6 says about energies

The Coulomb energy of two electrons a distance $r_0$ apart is $E_C=C/(\kappa r_0)=32.7$ meV. To compare it with the Fermi energy, the states must be counted. The lowest subband of Si(001) has two valleys, and each orbital state takes two spins. Filling a disc of radius $k_F$ in wave-vector space gives

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad E_F=\frac{Kk_F^2}{2m}=\frac{\pi Kn}{2m}=6.3\ \mathrm{meV}.$$

Therefore

$$\frac{E_C}{E_F}=\frac{C\sqrt{\pi n}}{\kappa}\,\frac{2m}{\pi Kn}=\frac{2m}{\kappa a_0\sqrt{\pi n}}=2r_s\approx5.2 .$$

With a single valley, $k_F^2$ would be $2\pi n$, the Fermi energy would double, and the ratio would be $r_s$ itself. The valleys do not enter $r_s$ as defined here, but they lower the kinetic energy with which the interaction competes. (The value 5.2 also appeared above for oxide permittivity alone. That is a coincidence of the inputs: $\varepsilon_{\rm ox}$ happens to be half of $\kappa$.)

The mean kinetic energy is smaller still. The average of $k^2$ over a filled disc is $\int_0^{k_F}k^3dk/\int_0^{k_F}k\,dk=k_F^2/2$, so the mean is $E_F/2=3.15$ meV, and $E_C$ is about ten times larger. This does not mean that the interaction energy per electron is ten times the kinetic energy: $E_C$ belongs to one pair at one distance, and the positive charge that neutralizes the layer cancels much of the repulsion. It does mean that the interaction cannot be taken as a small correction.

The counting was tested by filling the discrete states of a square box of side 4000 nm at $10^{11}$, $10^{12}$ and $10^{13}\ \mathrm{cm^{-2}}$. The highest filled level, the mean energy and the ratio $2r_s$ all agreed with the formulas to within 1%.

## The electrons are not at the interface

The wave function vanishes at the oxide in this model, so the electrons sit inside silicon, where the repulsion at short range is more strongly screened. A trial density gives the depth:

$$\rho(z)=\frac{b^3}{2}z^2e^{-bz},\qquad \langle z\rangle=\frac3b .$$

The wave function is $\psi=\sqrt{b^3/2}\;z\,e^{-bz/2}$. With mass $m_z$ normal to the interface, its kinetic energy is

$$\frac{K}{2m_z}\,\frac{b^3}{2}\int_0^\infty\left(1-\frac{bz}{2}\right)^2e^{-bz}dz=\frac{K}{2m_z}\,\frac{b^3}{2}\,\frac1{2b}=\frac{Kb^2}{8m_z}.$$

Beyond the depletion charge the silicon is neutral and the field vanishes. Gauss's law, applied between depth $z$ and that region, then gives the force towards the interface at depth $z$ as $4\pi C/\varepsilon_{\rm Si}$ times the density per area of negative charge lying deeper. The depletion charge $N_d$ lies almost entirely deeper, and contributes the energy $(4\pi CN_d/\varepsilon_{\rm Si})(3/b)$. Of the electrons, the fraction beyond $z$ is $P=e^{-x}(1+x+x^2/2)$ with $x=bz$. Their potential $v$ has slope $4\pi CnP/\varepsilon_{\rm Si}$, and since $\rho=-dP/dz$, integration by parts gives

$$\int_0^\infty\rho v\,dz=\frac{4\pi Cn}{\varepsilon_{\rm Si}}\int_0^\infty P^2dz=\frac{4\pi Cn}{\varepsilon_{\rm Si}b}\,\frac{33}{16}.$$

The last number is the integral of $e^{-2x}(1+2x+2x^2+x^3+x^4/4)$, namely $\frac12+\frac12+\frac12+\frac38+\frac3{16}$. Half of this energy is counted per electron, so that each pair enters once. The total is

$$e(b)=\frac{Kb^2}{8m_z}+\frac{12\pi C}{\varepsilon_{\rm Si}b}\left(N_d+\frac{11}{32}n\right).$$

Setting $de/db=0$ gives

$$b^3=\frac{48\pi m_z}{\varepsilon_{\rm Si}a_0}\left(N_d+\frac{11}{32}n\right).$$

For $m_z=0.916$ and $N_d=10^{11}\ \mathrm{cm^{-2}}$, a rough value for a lightly doped substrate, $b=0.997\ \mathrm{nm^{-1}}$ and the mean depth is 3.0 nm. A self-consistent solution of the Schrödinger and Poisson equations, without exchange, correlation or the electron's own image potential, gives 2.8 nm. The depth is thus about half of $r_0$.

For two electrons both at depth 3.0 nm and a lateral distance $r_0$ apart, the direct and image terms give, relative to $C/(\kappa r_0)$,

$$\frac{7.8}{11.7}\left[1+\frac{0.5}{\sqrt{1+(6.0/5.64)^2}}\right]\approx0.89 .$$

Averaging the same two terms over the full density $\rho(z)\rho(z')$ lowers the ratio to 0.855; the self-consistent density gives 0.87. Multiplying $r_s$ by the first of these averages gives about 2.2. This product measures the bias of the ideal estimate at one distance; it is not a new definition of $r_s$. At $10r_0$ the ratio is 0.997: far apart, and with no gate nearby, the electrons again feel the mean permittivity.

## The gate

A metal gate behind an oxide of thickness $d$ holds the potential at zero at $z=-d$. The solution in the oxide is now proportional to $\sinh[q(z+d)]$, whose slope at the interface is $q\coth(qd)$ times its value. The matching conditions are otherwise unchanged, so $\varepsilon_{\rm ox}$ in $R$ is replaced by $\varepsilon_{\rm ox}\coth(qd)$. For charges at the interface,

$$\varphi=\frac{4\pi}{q\left[\varepsilon_{\rm Si}+\varepsilon_{\rm ox}\coth(qd)\right]} .$$

For $qd\gg1$ this is the earlier result. For $qd\ll1$, $\coth(qd)\approx1/(qd)$ and $\varphi\approx4\pi d/(\varepsilon_{\rm ox}+\varepsilon_{\rm Si}qd)$. This tends to the finite value $4\pi d/\varepsilon_{\rm ox}$ instead of growing as $1/q$, once $qd$ is well below $\varepsilon_{\rm ox}/\varepsilon_{\rm Si}=1/3$; at $qd=0.1$ it is still only 0.77 of that value. The gate thus removes the long-range $1/r$ tail. For $d=10$ nm the interaction at $10r_0$ is 0.18 of the ideal value, and at distances of many $d$ it approaches a $1/r^3$ decay. A direct finite-volume solution of Poisson's equation, at $q=1/r_0$ and $q=0.5\ \mathrm{nm^{-1}}$, with and without a gate at 10 nm, agreed with these formulas to within 0.1%.

With $d=10$ nm and the electrons at the interface, the interaction at $r_0$ falls to 0.81 of the ideal value. With depth and gate together it falls to 0.70 for the trial density (0.715 for the self-consistent one), which turns 2.6 into about 1.8. The two corrections scale differently. At fixed $d$, lowering the density increases $r_0/d$ and moves the layer towards the regime where the gate cuts off the interaction. The depth correction depends on $\langle z\rangle/r_0$. If the depletion charge is negligible, $\langle z\rangle\propto n^{-1/3}$ and this ratio grows slowly, as $n^{1/6}$. With the $N_d=10^{11}\ \mathrm{cm^{-2}}$ used here it grows faster: the self-consistent local exponent is about 0.24 at $10^{12}$ and 0.4 at $10^{11}\ \mathrm{cm^{-2}}$, and it nears 1/6 only around $10^{13}\ \mathrm{cm^{-2}}$.

## Temperature reverses the scaling

The Fermi energy corresponds to 73 K. At 4.2 K, $kT=0.36$ meV and the zero-temperature comparison is sound. At 300 K, $kT=25.9$ meV is four times $E_F$. For electrons in the two lowest valleys the number $r_s$ is still 2.6, because it contains no temperature, but $E_F$ no longer measures the motion.

The density of states of one subband is constant and equals $n/E_F$. Fixing the number of electrons therefore determines the chemical potential $\mu$ through

$$E_F=\int_0^\infty\frac{dE}{e^{(E-\mu)/kT}+1}=kT\ln\left(1+e^{\mu/kT}\right).$$

Weighting the same integrand with $E$ and dividing by $E_F$ gives a mean kinetic energy of 27.5 meV at 300 K, slightly above the classical value $kT$. The ratio of $E_C$ to mean kinetic energy drops from 10.4 to 1.2. In the classical regime the kinetic energy does not depend on density, while $E_C$ grows as $\sqrt n$. A denser layer is then the more strongly interacting one, the reverse of the behaviour at zero temperature. The reversal lasts only until the gas becomes degenerate: in the one-subband model the ratio peaks near $10^{13}\ \mathrm{cm^{-2}}$ at 300 K and near $2.5\times10^{12}\ \mathrm{cm^{-2}}$ at 77 K.

The figure 1.2 is for orientation, since it keeps all electrons in one subband. The self-consistent solution puts the next subband of the same valleys 13.7 meV higher, and the lowest subband of the other four valleys 14.0 meV higher. These are zero-temperature Hartree values for a hard wall at the oxide; a barrier of 3.1 eV with oxide mass 0.5 leaves the first unchanged, lowers the second to about 12.8 meV and reduces the depth by about 0.1 nm. For the hard wall, the image potential lowers both to about 12 meV. Adding the local exchange potential of a three-dimensional gas, with the silicon permittivity and applied to all valleys, raises them to about 17 and 16 meV. These two numbers depend on that choice: with $\kappa$ in the exchange term they are 20 and 18 meV, and with no exchange acting on the empty valleys the second is 23 meV. In each case both gaps exceed $E_F$, so at low temperature a single subband is filled. At 300 K the charge spreads out and the potential changes. The same Hartree model with all subbands occupied thermally gives gaps of about 29 and 27 meV, close to $kT$. Only about 23% of the electrons remain in the lowest subband and about 57% are in the other four valleys, whose in-plane masses are 0.19 in one direction and 0.916 in the other. The mean depth grows to about 7.7 nm, more than $r_0$. These figures belong to the weak depletion field assumed, which corresponds to an acceptor density near $10^{15}\ \mathrm{cm^{-3}}$. With $N_d=10^{12}\ \mathrm{cm^{-2}}$ the same model gives about 46% in the lowest subband, 43% in the other four valleys and a depth of 2.9 nm.

## A real transistor, and the range of the estimate

The example resembles a silicon MOSFET studied at low temperature, with rough typical parameters. A mobility of 10000 cm$^2$/Vs, assumed here, gives a scattering time $\tau=\mu_e m m_0/e$, where $\mu_e$ is the mobility, and a broadening scale $\hbar/\tau=0.61$ meV, one tenth of $E_F$ (the convention $\hbar/2\tau$ gives half of this). The oxide field, $4\pi C(n+N_d)/\varepsilon_{\rm ox}$ converted to engineering units, is 0.51 MV/cm, far below a breakdown field of very roughly 10 MV/cm. For a barrier of 3.1 eV and a tunnelling mass of 0.5, both rough, the semiclassical penetration factor through 10 nm of oxide is about $10^{-53}$, so leakage by this path is negligible. The idealizations that fail most visibly at low temperature are the zero depth and the distant gate, which together reduce the interaction at $r_0$ by 30% for the 10 nm oxide assumed here. With 100 nm of oxide the gate alone removes only 2%, and the total reduction is 16%. Modern logic transistors have much thinner gate dielectrics than assumed here, and work near room temperature; for them the gate correction is larger, and the zero-temperature energy ratio does not apply.

The scaling $r_s\propto n^{-1/2}$ also has limits on both sides. At $10^{11}\ \mathrm{cm^{-2}}$ and the same mobility, $E_F$ is ten times smaller and about equal to the broadening, so a clean Fermi gas is no longer a fair starting point. At that density $kT$ at 4.2 K is also more than half of $E_F$, which raises the mean kinetic energy by a factor 1.7, and a gate at 10 nm roughly halves the interaction at $r_0$. At $10^{13}\ \mathrm{cm^{-2}}$, $E_F$ would be 63 meV. The subband gap grows more slowly: the self-consistent Hartree solution gives 35 meV there, and $E_F$ already passes the gap between $3$ and $5\times10^{12}\ \mathrm{cm^{-2}}$. With the image potential and a local exchange potential the gap is about 49 meV and the crossing lies between $5$ and $7\times10^{12}\ \mathrm{cm^{-2}}$; with $\kappa$ in place of the silicon permittivity in the exchange term the smaller gap is about 57 meV and the crossing moves to between $7$ and $10\times10^{12}\ \mathrm{cm^{-2}}$. In each case more than one subband is filled at $10^{13}\ \mathrm{cm^{-2}}$. The value 2.6 at $10^{12}\ \mathrm{cm^{-2}}$ lies between these two difficulties. It is a sound measure of the ideal layer, and an overestimate of the repulsion at distance $r_0$ in the device considered here. The numerical output below lists the inputs and the values of the basic estimate.

## Numbers as computed

```
density n: 1.0e+12 cm^-2
depletion charge density: 1.0e+11 cm^-2
in-plane mass: 0.19 m0
mass normal to interface: 0.916 m0
permittivity of silicon: 11.7
permittivity of oxide: 3.9
mean permittivity: 7.8
Bohr radius a0: 0.05292 nm
disc radius r0: 5.642 nm
effective Bohr radius: 2.172 nm
r_s: 2.597
r_s at 1e11 cm^-2: 8.21
r_s at 1e13 cm^-2: 0.82
r_s with silicon permittivity alone: 1.73
r_s with oxide permittivity alone: 5.19
2D hydrogen, computed mean radius: 1.0862 nm
2D hydrogen, computed energy: -170.0 meV
Coulomb energy at r0: 32.72 meV
Fermi energy, two valleys: 6.30 meV
Coulomb energy / Fermi energy: 5.19
mean kinetic energy at T=0: 3.15 meV
variational b: 0.997 nm^-1
mean depth 3/b: 3.01 nm
mean depth, self-consistent: 2.84 nm
interaction ratio at r0, depth included: 0.855
same, self-consistent density: 0.871
interaction ratio at 10 r0, depth included: 0.997
r_s times ratio, depth included: 2.22
oxide thickness: 10 nm
interaction ratio at r0, gate only: 0.810
r_s times ratio, gate only: 2.10
interaction ratio at r0, depth and gate: 0.700
r_s times ratio, depth and gate: 1.82
gap to next subband, same valleys: 13.7 meV
gap to lowest subband, other valleys: 14.0 meV
Fermi temperature: 73.1 K
kT at 4.2 K: 0.36 meV
kT at 300 K: 25.85 meV
mean kinetic energy at 300 K, one subband: 27.47 meV
Coulomb / mean kinetic energy at T=0: 10.39
Coulomb / mean kinetic energy at 300 K: 1.19
mobility at low temperature: 10000 cm2/Vs
disorder broadening hbar/tau: 0.61 meV
Fermi energy / broadening: 10.3
oxide field: 0.51 MV/cm
oxide barrier: 3.1 eV
tunnelling mass in oxide: 0.5 m0
log10 of tunnelling factor: -53
```
